# Fixed Displacement or Fixed Field: Reconstructing a Ferroelectric Curve from Pulses

Electronic-structure programs that treat insulators in a field may let the user hold either the electric field $E$ or the electric displacement $D$ fixed while the structure relaxes. For comparison with pulsed charge from a ferroelectric-dielectric stack, fixed $D$ is the setting to choose. The pulses measure

$$E-E_0=\frac{1}{t_f}\left(V-\frac{q}{C_d}\right),\qquad P-P_0=q-\varepsilon_0(E-E_0), \tag{1}$$

where $q$ is the reversible charge per area, and $q=D-D_0$. A calculated curve $E_{\rm calc}(D)$ should therefore be compared through

$$E_{\rm calc}(D_0+q)-E_{\rm calc}(D_0)=\frac{1}{t_f}\left(V-\frac{q}{C_d}\right). \tag{2}$$

One number, the starting displacement $D_0$, is not measured. Without a calculated curve, an assumed odd Landau law can supply it.

## Subtracting the dielectric voltage

The ferroelectric has thickness $t_f$. The dielectric is linear, with thickness $t_d$, relative permittivity $\varepsilon_d$ and capacitance per area $C_d=\varepsilon_0\varepsilon_d/t_d$. Fields point positively from the electrode on the ferroelectric towards the one on the dielectric, and $V$ is the potential of the first minus that of the second. Built-in voltages are taken as zero. In the ferroelectric $D=\varepsilon_0E+P$, with $P$ the total polarization, electronic part included.

A charge $\sigma$ per area sits at the interface and does not change during a pulse. Gauss's law gives $D_d=D+\sigma$ in the dielectric, whose voltage is $D_d/C_d$. Hence

$$V=t_fE+\frac{D+\sigma}{C_d},\qquad 0=t_fE_0+\frac{D_0+\sigma}{C_d}.$$

The second equation is the short-circuited start. Subtraction removes $\sigma$:

$$V=t_f(E-E_0)+\frac{D-D_0}{C_d}.$$

With $q=D-D_0$ this is the first part of (1). The second follows from $D-D_0=P-P_0+\varepsilon_0(E-E_0)$.

These relations are linear, so they also hold for fields and polarizations averaged over the area, even if the film has domains. Domains then affect the interpretation of the curve, not the subtraction, provided that the average displacement returns to its starting value after the pulse, so that the returned charge still equals $D-D_0$.

**Why the returned charge is used.** Let the stack leak with conductance $g$ per area, the same current crossing both layers, and let $r$ be the series resistance times area. After the pulse the source is at zero, so the stack voltage is $V_s=-rJ$, where $J$ is the external current density. Then

$$J=\dot D+gV_s=\dot D-grJ\quad\Rightarrow\quad (1+gr)J=\dot D.$$

Integrating until the stack has returned to $D_0$ gives the returned charge

$$q=-\int J\,dt=\frac{D-D_0}{1+gr}.$$

For $gr\ll1$ this is the required charge. Equal leakage is an idealization: at the top pulse of the example below, the film would have to conduct against its own field. If the two layers leak unequally, $\sigma$ changes during the pulse, $D$ need not return to $D_0$, and (1) acquires an error. This error can be large. If both layers of the example obey Ohm's law with a conductivity of $1.8\times10^{-4}$ S/m, which gives the same total $g$, the error of $E-E_0$ at the top pulse is 0.5 MV/cm, more than half the coercive field. The charge collected during the pulse contains in addition the leakage of the whole pulse. The voltage in (1) is the source voltage minus $rJ$ at the pulse end.

## What each boundary condition stabilizes

Let the film be uniform and obey $E=g_L(P)$ at rest, with relaxation

$$\rho\dot P=E-g_L(P),\qquad g_L(P)=aP+bP^3,\quad a<0,\ b>0,$$

where $\rho>0$ is a polarization viscosity. A small deviation $\delta P$ grows or decays according to how $E$ responds to it.

- At fixed $E$: $\rho\,\delta\dot P=-g_L'\,\delta P$. The part with $g_L'<0$ is unstable.
- At fixed $D$: $E=(D-P)/\varepsilon_0$, so $\rho\,\delta\dot P=-(g_L'+1/\varepsilon_0)\,\delta P$.
- In the stack at fixed $V$: inserting $D=\varepsilon_0E+P$ in the voltage equation and solving for $E$ gives

$$E=\frac{C_dV-P-\sigma}{\varepsilon_0+C_dt_f},\qquad \rho\,\delta\dot P=-\left(g_L'+\frac{1}{\varepsilon_0+C_dt_f}\right)\delta P. \tag{3}$$

The stack lies between the two settings. As $C_d\to\infty$ the added stiffness vanishes and the film is at fixed field; as $C_d\to0$ it tends to $1/\varepsilon_0$, the fixed-displacement value. The lowest $g_L'$ is $a$, at $P=0$, so the whole curve is stable against uniform changes if

$$|a|<\frac{1}{\varepsilon_0+C_dt_f}\quad\Longleftrightarrow\quad t_d>\frac{\varepsilon_d\,\varepsilon_0|a|\,t_f}{1-\varepsilon_0|a|}. \tag{4}$$

The second form follows on inserting $C_d$ and requires $\varepsilon_0|a|<1$, which is the stability condition at fixed $D$.

The negative slope also shows in the raw data. From $dD/dP=1+\varepsilon_0g_L'$,

$$\kappa\equiv\frac{dE}{dD}=\frac{g_L'}{1+\varepsilon_0g_L'},\qquad \frac{dV}{dq}=t_f\kappa+\frac1{C_d}. \tag{5}$$

In a stable stack, $dq/dV>C_d$ where $g_L'<0$, and $dq/dV<C_d$ where $g_L'>0$.

## Finding the starting point

Write $e=E-E_0$ and $p=P-P_0$. The start lies on the curve, so

$$e=g_L(P_0+p)-g_L(P_0)=(a+3bP_0^2)\,p+3bP_0\,p^2+b\,p^3.$$

If the data give $e=c_1p+c_2p^2+c_3p^3$, comparison of powers yields

$$b=c_3,\qquad P_0=\frac{c_2}{3c_3},\qquad a=c_1-3bP_0^2=c_1-\frac{c_2^2}{3c_3}, \tag{6}$$

and $E_0=aP_0+bP_0^3$. This placement rests on the assumed odd cubic law; the pulses do not measure it.

With noise, (6) gives a good first guess but not the best fit. A charge error $\delta q$ moves a point by

$$\delta E=-\frac{\delta q}{C_dt_f},\qquad \delta P=\delta q\left(1+\frac{\varepsilon_0}{C_dt_f}\right).$$

Its departure from the true curve is, to first order,

$$\delta E-g_L'\delta P=-\delta q\left(1+\frac{\varepsilon_0}{C_dt_f}\right)\left(g_L'+\frac{1}{\varepsilon_0+C_dt_f}\right).$$

The last bracket is the stiffness in (3), small near $P=0$ and large in the wells. Equal charge errors therefore give unequal field residuals, and an unweighted regression of $E$ on $P$ gives the precise central points too little weight. It is better to fit the charge itself.

For this the equilibrium charge is needed. With $\ell=t_f+\varepsilon_0/C_d$, the voltage equation becomes

$$\mathcal A P^3+\mathcal B P=R,\quad \mathcal A=\ell b,\quad \mathcal B=\ell a+\frac1{C_d},\quad R=V-\frac{\sigma}{C_d}.$$

Condition (4) is $\mathcal B>0$. Setting $P=2\sqrt{\mathcal B/3\mathcal A}\,\sinh u$ and using $\sinh3u=4\sinh^3u+3\sinh u$ turns the left side into $\tfrac23\mathcal B\sqrt{\mathcal B/3\mathcal A}\,\sinh3u$. Thus

$$P=2\sqrt{\frac{\mathcal B}{3\mathcal A}}\,\sinh\left[\frac13\,\mathrm{arsinh}\left(\frac{3R}{2\mathcal B}\sqrt{\frac{3\mathcal A}{\mathcal B}}\right)\right]. \tag{7}$$

The predicted charge is $D(V)-D(0)$. Least squares in $a$, $b$ and $\sigma$ compares it with the measured $q$.

## Recovery from synthetic pulses

The known curve has remanent polarization $P_r=8$ µC/cm² and Landau coercive field $E_c=0.8$ MV/cm. Since $g_L(P_r)=0$ and the extrema lie at $\pm P_r/\sqrt3$,

$$b=-\frac{a}{P_r^2},\quad E_c=\frac{2|a|P_r}{3\sqrt3}\quad\Rightarrow\quad a=-2.598\times10^9\ \text{m/F},$$

and $b=4.060\times10^{11}$ m⁵/(F C²). The layers have $t_f=10$ nm, $t_d=8$ nm and $\varepsilon_d=24$, so $C_d=2.656$ µF/cm². Condition (4) asks for $t_d>5.65$ nm at these values of $t_f$, $\varepsilon_d$ and $a$. The interface charge is 7.5 µC/cm².

Charges were generated by numerical integration in time of the relaxation equation together with $\dot D=J-gV_s$ and $J=(u-V_s)/r$, where $u$ is the source voltage. The parameters were $\rho=5$ Ω m, $r=5\times10^{-8}$ Ω m² and $g=10^4$ S/m². There were 94 pulses of 300 ns from −1.80 to 2.90 V, in steps of 0.05 V without zero.

With the equal leakage assumed here, the charging charge at the top pulse is wrong by 0.87 µC/cm², the returned charge by 0.004 µC/cm². Without added noise the largest error of $E-E_0$ is 0.001 MV/cm. The largest $dq/dV$ is $3.4\,C_d$.

Gaussian noise of 0.05 µC/cm² was then added to each $q$. The charge fit gave

- $a=(-2.58\pm0.03)\times10^9$ m/F;
- $b=(4.16\pm0.10)\times10^{11}$ m⁵/(F C²);
- $\sigma=7.48\pm0.03$ µC/cm²;
- $P_0=-7.712$ µC/cm² and $E_0=0.086$ MV/cm, against true values of −7.789 and 0.105.

For the top pulse, $V=2.8986$ V and $q=8.429$ µC/cm². The voltage across the dielectric has risen by $q/C_d=3.1734$ V since the start. The rest of the change, $V-q/C_d=-0.2748$ V across the 10 nm film, is $-0.275$ MV/cm, so

$$E=0.086-0.275=-0.189\ \text{MV/cm}.$$

The correction $-\varepsilon_0(E-E_0)$ is $+0.024$ µC/cm², hence $P=-7.712+8.429+0.024=0.74$ µC/cm². Other points follow in the same way:

| $V$ (V) | $P$ (µC/cm²) | $E$ (MV/cm) | true $P$ | true $E$ |
|---:|---:|---:|---:|---:|
| 1.00 | −6.43 | 0.59 | −6.45 | 0.59 |
| 2.00 | −4.26 | 0.76 | −4.38 | 0.80 |
| 2.50 | −2.33 | 0.54 | −2.44 | 0.58 |
| 2.90 | 0.74 | −0.19 | 0.68 | −0.18 |

The field falls while the polarization rises beyond $P=-4.6$ µC/cm², the first extremum of the known curve. The data span true polarizations from −9.5 to 0.7 µC/cm². Most of the positive half is thus an extrapolation by symmetry.

The fitted curve gives $P_r=7.88$ µC/cm² and $E_c=0.784$ MV/cm, low by 1.5 % and 2.0 %. Its largest error for $|P|\le P_r$ is 0.06 MV/cm, or 8 % of $E_c$. The squared residual per degree of freedom, in units of the noise variance, is 0.70. For 91 degrees of freedom its expected scatter about one is $\sqrt{2/91}=0.15$, so this draw is about two standard deviations low.

Over 200 independent noise draws the mean fitted $a$ was $-2.599\times10^9$ m/F with a scatter of $0.029\times10^9$, in agreement with the error estimated from the single fit. The root-mean-square error of $a$ was 1.1 % for the charge fit and 2.9 % for unweighted cubic regression.

## Errors that averaging does not remove

If $1/C_d$ is wrong by $\Delta$, equation (1) changes the reconstructed field by $-q\Delta/t_f$. In a plot of $E$ against $D$ this error is a straight line: it changes the slope $\kappa$ by $-\Delta/t_f$ and leaves the curvature alone. Taking $\varepsilon_d$ 10 % too low gives

$$\frac{\Delta}{t_f}=\frac{1}{C_dt_f}\left(\frac1{0.9}-1\right)=0.42\times10^9\ \text{m/F}.$$

The slope at the centre changes from $-2.66\times10^9$ to $-3.08\times10^9$ m/F. Converting back with $a=\kappa/(1-\varepsilon_0\kappa)$ gives $a=-3.00\times10^9$ m/F, 15 % too large in magnitude. Repeating reconstruction (6) on the noise-free charges gives the same 15 %, a change in $b$ of only −1.4 %, and an $E_c$ 25 % too high. In this example a 10 % calibration error far outweighs the random noise.

The calibration also decides the sign. By (5), a layer with positive slope appears to have a negative one if the assumed $C_d$ is smaller than the measured $dq/dV$. The dielectric capacitance should therefore be measured separately, over the field range used.

The cubic law is a second source of bias. A term $cP^5$, with $c$ chosen so that it equals 10 % of the cubic term at $P_r$, was added to the known law. The translated curve was sampled evenly over the same polarization range, without noise, and analysed with (6). The recovered $a$ was 6 % too small in magnitude and $P_0$ 9 % too small in magnitude. The charge fit, applied to equilibrium charges of this law at the 94 pulse voltages, gives about 2 % and 5 %, with a misfit smaller than the scatter that the noise gives the squared residual. A low random error does not establish the extrapolated half.

## When the film does not stay uniform

Consider a ripple $\delta P=p\cos kx$ about $P=0$, uniform through the thickness. It has no bulk charge, but it puts charge $p\cos kx$ on the interface; the metal screens the other face. In-plane polarization of the film is neglected, so the permittivity in its Laplace equation is $\varepsilon_0$. Let the interface potential be $\Phi\cos kx$. Laplace's equation with grounded electrodes gives hyperbolic sines in both layers, and Gauss's law at the interface reads

$$\varepsilon_0k\left[\coth(kt_f)+\varepsilon_d\coth(kt_d)\right]\Phi=p.$$

The mean field through the film has amplitude $-\Phi/t_f=-N(k)p$, with

$$N(k)=\frac{1}{t_fk\varepsilon_0[\coth(kt_f)+\varepsilon_d\coth(kt_d)]}.$$

As $k\to0$, $N\to1/(\varepsilon_0+C_dt_f)$, the uniform result in (3). At large $k$ it falls as $1/k$, and the stack loses its stabilizing effect. If polarization gradients add a stiffness $Gk^2$, stability requires $a+N(k)+Gk^2>0$ for every $k$. A numerical search over $k$ gives $G\ge1.4\times10^{-8}$ m³/F for this example. This condition is necessary but may not be sufficient, since ripples that vary through the thickness were not considered, and an in-plane polarization response would lower $N(k)$. With the same $G$ acting through the thickness and free surfaces, thickness-varying ripples alone barely change the limit; together with an in-plane relative permittivity of 22 they raise it to about $3\times10^{-8}$ m³/F.

With an assumed rough value $G=10^{-9}$ m³/F, the fastest ripple has a wavelength of 10 nm and grows with a time constant of 3.4 ns, far shorter than the 300 ns pulse. Under that assumption the film would break into domains, and (1) would give an averaged response instead of the single-domain curve.

A periodic bulk calculation can suppress this. A ripple along $x$ that is uniform along the polar axis then has no depolarizing field, because $\nabla\cdot\mathbf P=0$. Fixing the average $D$ does not oppose it, and its stiffness is $a+Gk^2$. A cell of width $L$ admits no ripple with nonzero $k$ below $2\pi/L$, so the uniform state at $P=0$ is stable against these ripples if

$$L<2\pi\sqrt{\frac{G}{|a|}}. \tag{8}$$

For the same $G$ and $a$ this is 3.9 nm. If the limit approaches a lattice constant, the continuum estimate fails.

## Choosing the calculation

1. Fix $D$ along the film normal and relax the ions at each value. Holding the ions still would leave out the lattice response that produces the double well.
2. Use a cell one repeat unit wide for the single-domain curve. A wider cell shows whether the bulk crystal breaks up into in-plane ripples, with (8) as a first estimate of the width at which this begins. It does not decide whether the film in the stack breaks up, because the bulk cell lacks the stiffness $N(k)$.
3. Sample $D$ on both sides of the expected extrema, not just near the wells. In the example they lie near $P=\pm4.6$ µC/cm².
4. Compare through (2), adjusting $D_0$. If $C_d$ is uncertain, allow one further term linear in $q$, but no larger than the calibration uncertainty permits: left free, it can hide a wrong slope. It leaves the curvature unchanged, but with $D_0$ also free it can absorb part of a mismatch in curvature. In the example, a calculated cubic coefficient 20 % too large then leaves a root-mean-square field residual of only about 0.02 MV/cm, provided the linear term may reach 11 % of $1/(C_dt_f)$. This is easy to miss in a plot of field, where the charge noise moves points off the curve by 0.006 MV/cm near the centre and by up to 0.06 MV/cm in the well. Compared in charge, as in the fit above, the mismatch does show: it raises the squared residual per degree of freedom from about 1 to about 1.7, some five times its expected scatter.
5. Check the units. A program that defines $D=E+4\pi P$ requires division by $4\pi$ before $D$ is identified with charge per area.

A static calculation gives a zero-temperature curve for its chosen functional and strain. Agreement with pulses at room temperature is not guaranteed by the boundary condition.

## The example beside a real stack

The parameters are in the rough regime of a hafnia-zirconia film on a non-ferroelectric high-permittivity oxide, but $P_r=8$ µC/cm² is low; 10 to 25 is a rough usual range. This matters because, by (3) at $V=0$, a start near the well ($E_0\approx0$, $P_0\approx-P_r$) needs $\sigma\approx P_r$, while the centre, $P=E=0$, is reached when the dielectric carries $D_d=\sigma$. Here its field is then 3.5 MV/cm, and 3.8 MV/cm at the top pulse, about 77 % of a rough breakdown strength of 5 MV/cm. With $\sigma=20$ µC/cm² and the same $\varepsilon_d$, reaching the centre would take 9.4 MV/cm. Tunnelling can also change $\sigma$. The Fowler–Nordheim formula with a 2 eV barrier and an effective mass of 0.2 electron masses, applied at the top field for the whole pulse, gives 0.003 µC/cm². For this mass and a single top pulse, the formula requires a barrier above about 1.8 eV to keep the charge below the noise. It leaves out temperature and the image force, which together raise this limit to about 1.9 eV at room temperature if the image force is screened by a relative permittivity of 4.5. The dependence is steep: with both corrections, a barrier of 1.5 eV would pass about 40 µC/cm² in one pulse, more than $\sigma$ itself, so the barrier of the actual oxide and electrode must be checked. A smaller mass requires a higher barrier, about 2.4 eV for 0.1 electron masses against 1.5 eV for 0.4, and charge that stays at the interface can add up over many pulses. Other assumptions to check in a real stack are leakage too small to change $\sigma$ appreciably during a pulse, a dielectric permittivity independent of field, and a uniform film. If domains form, the averaged response need not follow an odd cubic law, and the fitted $a$ and $b$ should not be read as single-domain values.
